# Resistivity of a diffuse circular wire by a finite two-dimensional quadrature

## What the answer can depend on

A long circular metal wire of diameter \(d\), whose wall scatters electrons fully diffusely, carries a current along its axis \(z\). In semiclassical transport with a spherical Fermi surface, the electrons that matter share one speed, and collisions enter through one mean free path \(\lambda\). No other length is present, since the electron wavelength plays no part in semiclassical motion. In the linear regime the ratio of wire to bulk conductivity is therefore a function of one number,

\[
\frac{\sigma}{\sigma_0}=\frac{\rho_0}{\rho}=S(\kappa),\qquad \kappa=\frac{d}{\lambda}.
\]

One table thus serves every wire within the model. The task is to compute \(S\) reliably from \(\kappa=0.01\), where the wall dominates, to \(\kappa=100\), where it is a small correction.

## The Chambers integral

Atomic units are used in the algebra, so the electron has charge \(-1\) and mass 1. A weak uniform field \(E\) acts along \(z\), and bulk collisions have an isotropic relaxation time \(\tau\), with \(\lambda=k_F\tau\). The deviation \(f_1\) from the equilibrium distribution \(f_0(\varepsilon)\) obeys

\[
\mathbf v\cdot\nabla f_1+\frac{f_1}{\tau}=E\,v_z f_0'(\varepsilon).
\]

The right side is minus the force \(-E\) times \(\partial f_0/\partial k_z=v_zf_0'\). Put \(f_1=E\tau v_z f_0'\,g\). With \(\mathbf n\) the direction of the velocity,

\[
\lambda\,\mathbf n\cdot\nabla g+g=1 .
\]

A diffuse wall sends electrons back without memory of their axial velocity, so \(g=0\) on leaving it. Along a straight path this is a first-order equation in the distance from the wall. If \(L\) is the distance back to the wall,

\[
g=1-e^{-L/\lambda}.
\]

The current density is \(-2\int d^3k\,v_zf_1/(2\pi)^3\). For a degenerate metal \(-f_0'\) selects the Fermi surface, and \(k^2dk=k\,d\varepsilon\). Hence

\[
\sigma=\frac{k_F^3\tau}{4\pi^3}\left\langle\int d\Omega\,\cos^2\theta\;g\right\rangle ,
\]

where \(\theta\) is the angle to the axis and the brackets average over the cross-section. In the bulk \(g=1\), the angular integral is \(4\pi/3\), and \(\sigma_0=k_F^2\lambda/(3\pi^2)\). The ratio is the Chambers integral,

\[
S=\frac{3}{4\pi}\left\langle\int d\Omega\,\cos^2\theta\,\bigl(1-e^{-L/\lambda}\bigr)\right\rangle .
\]

It contains two position and two direction variables. Rotation about the axis removes one of them. The remaining three-dimensional integral is usable, but the geometry of the circle allows a further reduction.

## Removing the position integral

Let \(s\) be the backward distance to the wall projected on the cross-section, so that \(L=s/\sin\theta\). Fix the in-plane direction of motion and divide the disc into parallel chords at offset \(b\), of length \(c(b)=\sqrt{d^2-4b^2}\). On a chord longer than \(s\), the points whose backward distance exceeds \(s\) occupy a length \(c-s\). Their total area is

\[
A(s)=\int_{c(b)>s}\bigl[c(b)-s\bigr]\,db,\qquad
-\frac{dA}{ds}=\int_{c(b)>s}db=\sqrt{d^2-s^2}.
\]

The moving limits contribute nothing, because the integrand vanishes there. The last value is the width of the strip \(|b|<\tfrac12\sqrt{d^2-s^2}\). Dividing by the disc area \(\pi d^2/4\) and setting \(u=s/d\) gives the probability density

\[
P(u)=\frac4\pi\sqrt{1-u^2},\qquad 0\le u\le1 .
\]

It is the same for every in-plane direction, so that angle gives a factor \(2\pi\). The two halves of the \(\theta\) range are equal, which gives a factor 2. The prefactor is \((3/4\pi)(2\pi)(2)(4/\pi)=12/\pi\), and

\[
S=\frac{12}{\pi}\int_0^1\!du\,\sqrt{1-u^2}\int_0^{\pi/2}\!d\theta\,\sin\theta\cos^2\theta\left[1-e^{-\kappa u/\sin\theta}\right].
\]

Direct three-dimensional quadrature of the Chambers integral, with \(s\) taken from the wall geometry, agrees with this formula at \(\kappa=0.1\), 1 and 10 to a relative difference of \(2\times10^{-10}\).

## The naive scheme and its first two faults

An apparently convenient route separates the bulk term and uses \(t=1/\sin\theta\). Since \(d\theta=-\sin^2\theta\,dt/\cos\theta\), the weight \(\sin\theta\cos^2\theta\,d\theta\) becomes \(\sqrt{t^2-1}\,t^{-4}dt\) in magnitude, and

\[
S=1-\frac{12}{\pi}\int_0^1\!du\,\sqrt{1-u^2}\int_1^\infty\!dt\,\frac{\sqrt{t^2-1}}{t^4}\,e^{-\kappa ut}.
\]

The first fault is the tail. For small \(\kappa\) the exponential acts only at large \(t\), and the integrand falls roughly as \(t^{-3}\). Stopping at \(t=T\) omits a positive amount smaller than

\[
\frac{12}{\pi}\,\frac{\pi}{4}\int_T^\infty\frac{dt}{t^3}=\frac{3}{2T^2}.
\]

This looks harmless beside 1, but the result is \(S\), not 1. At \(\kappa=0.01\) and \(T=20\), the bound is 0.00375 and the computed excess is 0.00323. The correct value is \(S=0.00979\), so the conductivity is overestimated by 33%. The lost range contains electrons moving nearly along the axis, whose paths between wall collisions are long.

The second fault is cancellation. At \(\kappa=0.01\) the subtracted term, including its prefactor \(12/\pi\), is about 0.990, and subtracting it from 1 magnifies its relative error about a hundredfold.

Returning to \(\theta=\arcsin(1/t)\) maps the infinite range to \((0,\pi/2]\) without truncation. Keeping \(1-e^{-x}\) inside the integral makes every contribution non-negative. For small \(x\) this difference is most safely evaluated as \(-\operatorname{expm1}(-x)\), where \(\operatorname{expm1}(y)=e^y-1\) is computed without subtracting nearly equal numbers. On nodes that integrate the weight accurately, these two precautions affect only rounding. In double precision at \(\kappa=0.01\), the rule given below has the same error with \(1-e^{-x}\) written directly, and subtracting outside the integral costs about \(10^{-12}\) in relative terms for \(n=20\) to 120 nodes per direction, but \(2\times10^{-5}\) for \(n=10\), where the nodes no longer integrate the weight to rounding accuracy. The hundredfold factor matters when the subtracted term is computed to a set tolerance.

## The third fault: a corner and thin layers

A finite interval does not ensure rapid convergence. The factor \(\sqrt{1-u^2}\) has infinite slope at \(u=1\). The substitution \(u=\sin\phi\) turns \(\sqrt{1-u^2}\,du\) into the smooth weight \(\cos^2\phi\,d\phi\). One remaining difficulty is at \(\phi=\theta=0\), where

\[
1-e^{-\kappa\sin\phi/\sin\theta}\simeq1-e^{-\kappa\phi/\theta}
\]

depends on the direction from which the corner is approached. Gauss-Legendre rules rely on polynomial approximation, which converges only algebraically for such behaviour. At \(\kappa=1\) the effect is mild, with plain angles giving a relative error near \(10^{-7}\) for 20 nodes per direction. Far from \(\kappa=1\) there is a second and larger difficulty: the exponential changes within a thin layer along an edge, \(\theta\sim\kappa\sin\phi\) for small \(\kappa\) and \(\phi\sim\sin\theta/\kappa\) for large \(\kappa\). Nodes can be concentrated near both edges, and so near the corner, by

\[
\phi=\frac\pi2x^3,\qquad \theta=\frac\pi2y^3,\qquad 0\le x,y\le1 .
\]

Near the corner the original integrand scales as the first power of the distance, through \(\sin\theta\). In the new variables it carries \(y^3\) from \(\sin\theta\) and \(x^2y^2\) from the Jacobians, hence the seventh power. The direction-dependent part is strongly suppressed. The same maps resolve the layers: the map of \(\theta\) supplies the gain at \(\kappa=0.01\) and the map of \(\phi\) at \(\kappa=100\), the two entries that set the plain-angle errors listed below.

Let \(x_i,w_i\) be the \(n\) Gauss-Legendre nodes and weights on \([0,1]\). With \(\phi_i=\tfrac\pi2x_i^3\), \(\theta_j=\tfrac\pi2x_j^3\) and \(W_i=\tfrac{3\pi}{2}x_i^2w_i\), the algorithm is

\[
S\simeq-\frac{12}{\pi}\sum_{i,j=1}^{n}W_iW_j\cos^2\phi_i\,\sin\theta_j\cos^2\theta_j\,
\operatorname{expm1}\!\left(-\kappa\frac{\sin\phi_i}{\sin\theta_j}\right).
\]

The largest relative errors over the 13 table entries, measured against the cubic map with \(n=200\), are as follows.

| \(n\) | cubic map | plain angles |
|---:|---:|---:|
| 10 | 6.3e-5 | 4.7e-3 |
| 20 | 2.2e-7 | 5.7e-4 |
| 40 | 8.3e-11 | 5.9e-6 |

Twenty nodes per direction, or 400 kernel evaluations, are ample for practical use. The table below was made with \(n=120\).

## The table and how to interpolate it

The ratio \(\rho/\rho_0\) changes a hundredfold over the range and is awkward to interpolate. The quantity

\[
f=\kappa\left(\frac{\rho}{\rho_0}-1\right),\qquad \frac{\rho}{\rho_0}=1+\frac f\kappa,
\]

stays between about 0.75 and 1.06.

| \(d/\lambda\) | \(\rho/\rho_0\) | \(f\) |
|---:|---:|---:|
| 0.01 | 102.172 | 1.01172 |
| 0.02 | 51.939 | 1.01878 |
| 0.05 | 21.653 | 1.03267 |
| 0.1 | 11.459 | 1.04594 |
| 0.2 | 6.2908 | 1.05816 |
| 0.5 | 3.1167 | 1.05833 |
| 1 | 2.0290 | 1.02896 |
| 2 | 1.4823 | 0.96456 |
| 5 | 1.1719 | 0.85961 |
| 10 | 1.0806 | 0.80634 |
| 20 | 1.0389 | 0.77820 |
| 50 | 1.0152 | 0.76127 |
| 100 | 1.0076 | 0.75563 |

A cubic spline of \(f\) in \(\ln\kappa\), with not-a-knot ends, reproduces \(\rho\) with a largest relative error of \(1.03\times10^{-4}\), near \(\kappa=1.4\), at 161 logarithmically spaced points across the range. The same spline applied to \(\rho/\rho_0\) itself errs by up to \(7\times10^{-3}\), while one applied to \(\ln(\rho/\rho_0-1)\) does about as well as \(f\).

Setting \(f=1\) gives the simple rule \(\rho/\rho_0=1+\lambda/d\). On the same points its error relative to the computed resistivity runs from \(-4.6\%\) near \(\kappa=0.22\) to \(+2.4\%\) near \(\kappa=4.5\). It suits a quick estimate for a diffuse circular wire, but it has the wrong coefficient in the thick limit.

## Thick wires

For large \(\kappa\), only points near the wall retain an appreciable \(e^{-\kappa u/\sin\theta}\). Write \(q=\kappa/\sin\theta\) and expand \(\sqrt{1-u^2}=1-u^2/2+\dots\). Extending the upper limit to infinity costs only exponentially small terms:

\[
\int_0^1\sqrt{1-u^2}\,e^{-qu}du=\frac1q-\frac1{q^3}+O(q^{-5}).
\]

The required angular integrals are \(\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\pi/16\) and \(\int_0^{\pi/2}\sin^4\theta\cos^2\theta\,d\theta=\pi/32\). Multiplication by \(12/\pi\) gives

\[
S=1-\frac{3}{4\kappa}+\frac{3}{8\kappa^3}+O(\kappa^{-5}),\qquad
f=\frac34+\frac{9}{16\kappa}+O(\kappa^{-2}).
\]

The correction scales as \(\lambda/d\), as does the fraction of the cross-section within one mean free path of the wall, which is about \(4\lambda/d\). At \(\kappa=20\), subtracting the first two terms of \(S\) and multiplying by \(\kappa^3\) gives 0.3768, close to \(3/8\).

## Thin wires

Let \(F(x)=\int_0^{\pi/2}\sin\theta\cos^2\theta\,(1-e^{-x/\sin\theta})\,d\theta\). Then \(F(0)=0\) and \(F'(0)=\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi/4\). A direct expansion fails at the next order, because \(\int\cos^2\theta\,d\theta/\sin\theta\) diverges at small angles. The second derivative must keep its exponential:

\[
-F''(x)=\int_1^\infty\frac{\sqrt{t^2-1}}{t^2}e^{-xt}dt
=\int_1^\infty\frac{e^{-xt}}t\,dt-K(x),
\]

\[
K(x)=\int_1^\infty\left(\frac1t-\frac{\sqrt{t^2-1}}{t^2}\right)e^{-xt}dt .
\]

The first integral is \(-\ln x-\gamma+x+O(x^2)\), with \(\gamma\) Euler's constant. Elementary antiderivatives give \(K(0)=1-\ln2\) and \(K'(0)=1-\pi/2\). Therefore

\[
-F''=\ln\frac1x+\ln2-1-\gamma+\frac{\pi x}{2}+O(x^2\ln x).
\]

Two integrations turn \(\ln(1/x)\) into \(\tfrac{x^2}{2}[\ln(1/x)+\tfrac32]\), so

\[
F=\frac{\pi x}{4}-\frac{x^2}{2}\left[\ln\frac1x+\frac12+\ln2-\gamma\right]-\frac{\pi x^3}{12}+\dots
\]

Now set \(x=\kappa u\) and integrate with \(\sqrt{1-u^2}\). The moments of \(u,u^2,u^3\) are \(1/3\), \(\pi/16\) and \(2/15\). The mean of \(\ln u\) with weight \(u^2\sqrt{1-u^2}\) is also needed. With \(u=\sin\phi\), the weight becomes \((1-\cos4\phi)/8\), and \(\ln\sin\phi=-\ln2-\sum_k\cos(2k\phi)/k\). Only the constant and \(k=2\) terms survive, giving the mean \(\tfrac14-\ln2\). Hence

\[
S=\kappa-\frac38\kappa^2\left[\ln\frac1\kappa+C\right]-\frac2{15}\kappa^3+\dots,\quad
C=\frac14+2\ln2-\gamma=1.0591 .
\]

At \(\kappa=0.01\), removing the first two terms and dividing by \(\kappa^3\) leaves \(-0.1327\), against \(-2/15=-0.1333\).

The leading term gives \(\sigma=k_F^2d/(3\pi^2)\): bulk scattering has dropped out, and the diameter acts as the mean free path. The logarithm comes from angles between roughly \(\kappa\) and 1, where long axial paths begin to feel bulk collisions. Inverting the series gives

\[
f=1+\kappa\left[\frac38\left(\ln\frac1\kappa+C\right)-1\right]+\dots,
\]

so \(f\) first rises above 1 as \(\kappa\) grows from zero, as the table shows.

## A narrow interconnect line

Take rough, round parameters for a low-resistivity interconnect near 300 K: Fermi energy 7 eV, \(\lambda=40\) nm and \(d=18\) nm (180 angstrom). Then \(k_F=\sqrt{2E_F}=0.7173\) a.u. and \(\sigma_0=k_F^2\lambda/(3\pi^2)=13.13\) a.u., which is \(\rho_0=1.655\) microohm cm. The diameter ratio is \(\kappa=18/40=0.45\). The table's spline gives \(f=1.060\), so

\[
\frac{\rho}{\rho_0}=1+\frac{1.060}{0.45}=3.356,\qquad
\rho=3.356\times1.655=5.55\ \text{microohm cm},
\]

or 555 ohm angstrom. Direct quadrature gives the same ratio to the digits shown.

These parameters are of the order found in a copper-like metal, and the diameter is in the range of narrow chip lines. The Fermi surface of a real metal is not a sphere, so the single \(\lambda\) is an effective value and the table holds only as far as that average does. Real lines usually have a nearly rectangular section, often with a liner, and contain grain boundaries. The last can be sized for boundaries across the wire at spacing \(D=d\), with an assumed angle-independent reflection probability \(R=0.3\). For incoherent reflections, the ratio of reflected to transmitted flux adds from boundary to boundary. A uniform reversal rate \(r\) gives the ratio \(r\ell/(v|\cos\theta|)\) over a length \(\ell\), so \(r=v|\cos\theta|R/[D(1-R)]\). Each reversal changes the sign of \(v_z\), which therefore relaxes at \(2r\). With surface scattering switched off,

\[
\frac{\rho_0}{\rho}=3\int_0^1\frac{\mu^2d\mu}{1+\beta\mu},\qquad
\beta=\frac{2\lambda}{D}\frac{R}{1-R}=1.905,
\]

and \(\rho/\rho_0=2.36\). Grains alone would add about 2.3 microohm cm to the bulk value, comparable with the 3.9 added by the wall. The diffuse-wire result is thus not a prediction for a fine-grained line.

A smoother wall acts in the opposite direction. Suppose a fraction \(p\) of wall collisions is specular. In a circular wire successive in-plane chords have equal length \(c\), and \(\theta\) is preserved. With \(E_c=e^{-c/(\lambda\sin\theta)}\), write \(g=1-h\,e^{-s/(\lambda\sin\theta)}\). The wall condition \(1-h=p(1-hE_c)\) gives \(h=(1-p)/(1-pE_c)\). Averaging along the chords for \(p=0.5\) lowers \(\rho/\rho_0\) from 3.36 to 1.93, with all other parameters fixed.

Other effects are smaller or alter the operating point:

- At 400 K, assuming \(\lambda\propto1/T\), the bulk resistivity rises by 33% and that of the diffuse wire by 9.5%. The wall limits the path at both temperatures. The \(1/T\) law is a high-temperature form: a Bloch-Grüneisen law with a Debye temperature near 340 K gives about 38% and 11% instead.
- A hard-walled wire of this diameter has 3657 transverse modes below the Fermi energy, 1.7% fewer than the classical area count of 3720. This indicates the scale of quantization, not the resistivity shift itself.
- Thermal smearing is small, with \(kT/E_F=0.0037\). At 1 MA/cm\(^2\) the energy gained over \(\lambda\) along the field is about \(9\times10^{-4}\,kT\), which supports the linear treatment.

For this line the quadrature error is negligible beside the uncertainty in wall specularity and grain structure. The full numerical output follows.

## Computed values

```
d/lambda   rho/rho0      f=(d/lambda)(rho/rho0-1)
    0.01   102.171576   1.011716
    0.02    51.939211   1.018784
    0.05    21.653346   1.032667
    0.10    11.459407   1.045941
    0.20     6.290776   1.058155
    0.50     3.116666   1.058333
    1.00     2.028960   1.028960
    2.00     1.482279   0.964558
    5.00     1.171922   0.859611
   10.00     1.080634   0.806335
   20.00     1.038910   0.778204
   50.00     1.015225   0.761267
  100.00     1.007556   0.755629
Table: largest relative quadrature error 2.6e-14
Worst relative error over table: n, cubic map, plain angles
  10    6.3e-05    4.7e-03
  20    2.2e-07    5.7e-04
  40    8.3e-11    5.9e-06
  80    1.2e-14    9.1e-08
Boltzmann equation residual 1.4e-10
3D geometry vs 2D, relative difference 2.0e-10
Infinite range vs 2D, difference in S 1.4e-11
S at d/lambda=0.01: 0.00978746
Cut at T=20: excess in S 0.003225
  bound 0.003750, excess/S 0.329
Thick: cubic coefficient at 20: 0.37681 (3/8=0.37500)
Thin: constant C = 1.059079
Thin: cubic coefficient -0.13274 (-2/15=-0.13333)
Spline: largest relative error in rho 1.0e-04
Rule 1+lambda/d: lowest error -4.64 % at d/lambda=0.224
  highest error 2.41 % at d/lambda=4.467
Example: E_F 7.0 eV, lambda 40 nm, T 300 K
Diameter 18 nm = 180 angstrom
d/lambda 0.450, k_F 0.71728 a.u.
Bulk conductivity 13.1346 a.u.
Bulk resistivity 1.6552 microohm cm
rho/rho0 direct 3.35571, from table 3.35575
Wire resistivity 5.5542 microohm cm = 555.42 ohm angstrom
Specular p=0.5: rho/rho0 1.9262
Grains R=0.3, spacing 18 nm: beta 1.9048
  grains alone: rho/rho0 2.3611
400 K / 300 K resistivity: bulk 1.3333, wire 1.0952
Modes: counted 3657, classical 3720.5
  mode deficit 1.71 %
kT 0.02585 eV, kT/E_F 0.00369
At 1 MA/cm2: field 5.554e-06 MV/cm
  energy gained over lambda 2.22e-05 eV, /kT 8.59e-04
```
